Square-root and logarithmic spreading of tracer in leaky fast diffusion paths, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The moment law and the planar boundary

### What goes wrong with the obvious estimate

Tracer atoms are placed in a grain boundary inside a hot metal. Along the boundary they diffuse with D_f = 1×10⁵ nm²/s, and in the surrounding crystal with D = 1 nm²/s. How far along the boundary have they spread after one hour? The obvious estimate takes the fast diffusivity and writes

√(2 D_f t) = √(2 × 10⁵ × 3600) nm ≈ 27 µm.

For the model worked out below, the root-mean-square displacement is 1.8 µm. If the fast path is a dislocation pipe of radius 0.5 nm instead of a boundary 0.5 nm wide, it is 0.37 µm.

The reverse use of the estimate fails more badly. Suppose that the mean-square displacement is known and one divides it by 2t to obtain a diffusivity. The boundary then gives about 470 nm²/s and the pipe about 19 nm²/s, although both paths have the same D_f of 10⁵ nm²/s. A second anneal of different length would give different values again.

The fault lies in the assumption that the tracer stays where it was put. It leaks into the crystal, and while it is there it makes almost no progress. What counts is the time spent in the fast path, and this time grows more slowly than the clock. Its growth depends on whether the path is a sheet or a line.

### Conventions and the sealed path

The fast path is straight, immobile and infinitely long, in an infinite crystal. The coordinate z runs along it. For the sheet, z is one of the two in-plane directions, so every mean-square displacement here refers to one axis. The origin z = 0 is the point of release, and the average ⟨z²⟩ is taken over all tracer, including what has left the path. The total amount is normalized to one, so that amounts are also probabilities.

The simplest case is a path with sealed walls. Tracer inside it performs ordinary one-dimensional diffusion along z, and

⟨z²⟩ = 2 D_f t.

This is the limit which the leaky path must recover at times too short for escape.

### Opening the walls: an equation for the second moment

Now let the walls leak. The longitudinal diffusivity D_z is D_f in the path and D in the crystal. It depends on the transverse position and not on z. With c the concentration and J the transverse flux, conservation of tracer reads

∂c/∂t = D_z ∂²c/∂z² − ∇⊥·J.

Multiply by z² and integrate over all space. The left side becomes d⟨z²⟩/dt. In the last term, z² is constant during the transverse integration at fixed z. The integral of ∇⊥·J over the whole transverse plane is the flux through its distant edge, which vanishes. The wall contributes nothing, because what leaves the path enters the crystal: the normal flux is continuous there even if the concentration jumps.

In the first term, D_z can be taken outside the z integral. Two integrations by parts give

∫ z² (∂²c/∂z²) dz = ∫ 2c dz,

since c and its slope vanish far away faster than any power of z. Therefore

d⟨z²⟩/dt = 2 ∫ D_z c dV.

Let P(t) be the fraction of the tracer that is in the path at time t. The remainder 1 − P is in the crystal, so

d⟨z²⟩/dt = 2 D_f P + 2 D (1 − P) = 2D + 2(D_f − D) P.

At the start ⟨z²⟩ = 0. Integration over time gives

⟨z²⟩ = 2Dt + 2(D_f − D) T(t),  T(t) = ∫₀ᵗ P(s) ds.  (1)

T is the mean time a tracer atom has spent in the path up to time t. The same equation can be written as 2D_f T + 2D(t − T): each second in the path contributes 2D_f and each second outside contributes 2D. For sealed walls P = 1 and T = t, and equation (1) returns 2D_f t. For D_f = D it returns 2Dt whatever T may be, as it must when the path offers no advantage.

I call 2(D_f − D)T the excess. The term 2Dt is present for every path shape, and at sufficiently long times it will matter. A claim that ⟨z²⟩ itself grows as √t or as ln t without limit would therefore be false. The claim can hold for the excess, and for the total while the excess dominates.

### The transverse problem for a planar boundary

The boundary is a slab of width δ, occupying |x| < δ/2. Two assumptions enter here.

First, the tracer is well mixed across the slab: at given z, its concentration does not depend on x. This is reasonable when the slab is thin and diffusion in it is fast, and its cost is computed in Part 2.

Second, at the wall the concentration in the path is k times that in the adjoining crystal, with k constant. This is local equilibrium at small tracer concentration. For a tracer of the host element k = 1, if the site density is taken as equal in both regions. A segregating impurity has k > 1.

Integrate the concentration over the in-plane directions. What remains in the crystal is a density n(x,t), an amount per unit length in x. Since the slab has width δ and density k n at the wall value of n,

P = k δ n(δ/2, t).

Tracer leaves through two faces. The flux into the crystal at the right face is −D ∂n/∂x, so the amount in the slab changes as

dP/dt = 2D ∂n/∂x, taken at x = δ/2 on the crystal side.

The slope is negative while tracer is leaving, so P falls. The initial conditions are P = 1 and n = 0 in the crystal.

Take the Laplace transform, n̂(p) = ∫₀^∞ e^(−pt) n(t) dt. A time derivative becomes p times the transform minus the initial value. In the crystal

p n̂ = D ∂²n̂/∂x².

With q = √(p/D), the solution that vanishes far from the slab is

n̂ = A exp[−q(x − δ/2)].

Its slope at the wall is −qA, and the wall condition gives A = P̂/(kδ). The balance for the slab becomes

pP̂ − 1 = −2DqA = −2√(Dp) P̂/(kδ),

where Dq = √(Dp) was used. Solving for P̂,

P̂ = 1/[p + 2√(Dp)/(kδ)].

The two terms in the denominator are equal at p = 4D/(k²δ²). This defines the escape time

τ = k²δ²/(4D).  (2)

With b = 1/√τ = 2√D/(kδ), the result is

P̂ = 1/[√p (√p + b)].

### Returning to time

The inverse transform can be established without a table. Consider the function

f(t) = exp(b²t) erfc(b√t),  erfc(y) = (2/√π) ∫_y^∞ exp(−u²) du.

It starts at f(0) = 1. The derivative of erfc(b√t) is −(2/√π) exp(−b²t) × b/(2√t). The exponentials cancel in the product, and

df/dt = b²f − b/√(πt).  (3)

The transform of 1/√(πt) follows from the substitution t = u²:

∫₀^∞ e^(−pt)/√(πt) dt = (2/√π) ∫₀^∞ exp(−pu²) du = 1/√p.

The transform of equation (3) is therefore

p f̂ − 1 = b² f̂ − b/√p,

which gives

f̂ = (1 − b/√p)/(p − b²) = (√p − b)/[√p (√p − b)(√p + b)] = 1/[√p (√p + b)].

This is P̂, so P = f:

P(t) = exp(t/τ) erfc(√(t/τ)).

Equation (3) also supplies the time integral. Integrate it from 0 to t. The left side gives P − 1, and the right side gives b²T − 2b√(t/π). Multiplying by τ = 1/b² and rearranging,

T = 2√(τt/π) − τ(1 − P).

Because 2√τ = kδ/√D, the first term can be rewritten, and

T = kδ √(t/(πD)) − τ(1 − P).  (4)

This is the full solution of the well-mixed model. Since P lies between 0 and 1, T is below the square-root law by at most τ.

### Limits in time

At short times, equation (3) with f ≈ 1 integrates to P ≈ 1 − 2√(t/(πτ)). Hence

T ≈ t − (4/3) √(t³/(πτ)) for t ≪ τ.

The sealed-path result is recovered, with the first losses growing as √t because tracer leaks by diffusion into an initially empty crystal.

At long times, put u = y + v in the definition of erfc:

exp(y²) erfc(y) = (2/√π) ∫₀^∞ exp(−2yv − v²) dv.

For large y the first exponent cuts the integral off at v ~ 1/(2y), where v² is negligible. The integral tends to 1/(2y), and with y = √(t/τ)

P → √(τ/(πt)) = kδ/√(4πDt) for t ≫ τ.

This has a direct meaning. A tracer that has diffused in one transverse dimension for a time t has density 1/√(4πDt) at its starting point. Multiplication by the capacity kδ of the slab gives the probability of finding it there. The return probability falls as t^(−1/2), its time integral grows as t^(1/2), and

excess → 2(D_f − D) kδ √(t/(πD)).  (5)

The width and the segregation factor enter as the product kδ. When D_f ≫ D, measurements confined to this late regime determine the product kδD_f for a known D, and not its three factors separately.

### How long the square root lasts

The excess grows as √t and the bulk term as t, so the bulk term wins in the end. For D_f ≫ D the crossover lies in the late regime, where equation (5) applies, and the two are equal when

(D_f − D) kδ √(t/(πD)) = Dt.

Divide by D√t and square:

t_value = (D_f/D − 1)² k²δ²/(πD).  (6)

Their growth rates become equal earlier. The condition is (D_f − D)P = D. With the late form of P this reads

(D_f − D) kδ/(2√(πDt)) = D,

and the extra factor 1/2 in √t gives t_rate = t_value/4.

The square-root regime of the total displacement is τ ≪ t ≪ t_value. The ratio of the two limits is

t_value/τ = (4/π)(D_f/D − 1)².

A path with D_f of a few times D has no such regime. For D_f/D = 10⁵ the limits lie about ten decades apart in this model. The change from one law to the next is gradual, so the local exponent of the total is within 0.05 of one half over only about six of them.

### A test that does not use the moment equation

The slab and crystal were divided into cells in x and z, and tracer was allowed to pass between neighbouring cells. The displacement was obtained by summing z² over the resulting distribution, without equation (1) or the solution for P. In dimensionless units with D = 1, D_f = 20, δ = 2, k = 2 and t = 100, the lattice gave ⟨z²⟩ = 922.49. Equations (1) and (4) give 922.40. The allowed relative difference was 0.5 percent.

A transverse lattice was also followed to longer times. Between t = 10⁴ and 10⁵, T grew with a mean exponent of 0.5052, against an allowed deviation of 0.01 from one half. The small surplus follows from equation (4): subtracting the nearly constant τ = 4 from a square root lowers the earlier value by the larger fraction.

### Numbers for the boundary

The round values are D = 1 nm²/s, D_f = 10⁵ nm²/s, δ = 0.5 nm and k = 1. The escape time is

τ = 0.5²/(4 × 1) s = 0.0625 s.

A one-hour anneal, t = 3600 s, is far beyond it. The square-root law gives

0.5 × √(3600/π) s = 16.93 s,

and subtracting τ gives T = 16.86 s. In one hour the average tracer has spent about 17 seconds in the boundary. The excess is

2 × 10⁵ × 16.86 nm² ≈ 3.37×10⁶ nm².

Adding 2Dt = 7200 nm² gives 3.38×10⁶ nm², with square root 1.84 µm. At the end of the hour 0.24 percent of the tracer is in the boundary.

The local exponent of the total, d ln⟨z²⟩/d ln t, is 0.503. From equation (6), the bulk term would equal the excess at

t_value ≈ (10⁵)² × 0.25/π s ≈ 8×10⁸ s.

This is about 25 years, so the bulk term has little influence on the one-hour result.

## Part 2. The cylindrical pipe, finite mixing and a metal

### Results carried over

A tracer is released at z = 0 in a fast path with longitudinal diffusivity D_f, surrounded by a crystal of diffusivity D. P(t) is the probability of being in the path, T(t) its time integral, and k the ratio of path to crystal concentration at the wall. A hat denotes the Laplace transform with variable p, and q = √(p/D). For any straight path of constant cross-section,

⟨z²⟩ = 2Dt + 2(D_f − D) T(t).  (1)

For a slab of width δ, well mixed across its width, T → kδ√(t/(πD)) at times long compared with τ = k²δ²/(4D). The underlying reason was that P falls as the return density in one transverse dimension.

A pipe has two transverse dimensions. The return density is then 1/(4πDt), and multiplication by the capacity kπa² of a pipe of radius a suggests

P ≈ ka²/(4Dt).

Its time integral is a logarithm. This argument gives the prefactor of the logarithm but not the constant beside it. In the example below the logarithm is about 11, and leaving out the constant would change T by about 6 percent. The constant requires the full transverse solution.

The excess displacement is set by the time spent in the fast path, which for a planar boundary grows as √t at late times. For the pipe, the return-density argument gives a logarithm and its prefactor; the constant beside it, the duration of the logarithmic regime and the cost of finite mixing remain to be found.
